# Mermin's electronic free energy and the energy average for metallic slabs

A jellium slab 1.52 nm thick, solved self-consistently with an electronic smearing of $k_BT=0.1$ eV, has an internal energy $E$ that lies 0.4811 eV/nm² above its zero-temperature value. Its free energy $A=E-TS$ lies 0.4810 eV/nm² below. The mean of the two is off by only $6\times10^{-5}$ eV/nm² on the grid used below ($4\times10^{-5}$ on a converged grid). Why are the two errors so nearly equal and opposite, and when does this stop being so?

Throughout, $t=k_BT$, $E_0$ is the energy at $T=0$, and $T$ is a numerical smearing: the wanted quantity is $E_0$. If the temperature is physical, the wanted quantity is $A$ itself and no averaging is called for.

## 1. Independent electrons in one subband

Let level $i$ of energy $\varepsilon_i$ be filled with probability $f_i$, independently of the others. Then

$$A=\sum_i f_i\varepsilon_i-t\sum_i\sigma(f_i),\qquad \sigma(f)=-f\ln f-(1-f)\ln(1-f).$$

To minimise at fixed $N=\sum_i f_i$, subtract $\mu N$ and differentiate. Since $\sigma'(f)=-\ln[f/(1-f)]$,

$$\varepsilon_i+t\ln\frac{f_i}{1-f_i}=\mu\quad\Rightarrow\quad f_i=\frac{1}{e^{(\varepsilon_i-\mu)/t}+1}.$$

The second derivative $t/[f(1-f)]$ is positive, so this is a minimum.

The grand potential $\Omega=E-TS-\mu N$ follows. With $y=(\mu-\varepsilon)/t$ we have $\ln f=y-\ln(1+e^y)$ and $\ln(1-f)=-\ln(1+e^y)$, hence $\sigma=\ln(1+e^y)-yf$. Each level contributes

$$(\varepsilon-\mu)f-t\sigma=-tyf-t\ln(1+e^y)+tyf=-t\ln(1+e^y).$$

In a slab, motion across the film is quantized and motion along it is free. Each transverse level $\varepsilon_j$ is the bottom of a parabolic subband. Counting both spins, there are $2\pi k^2/(2\pi)^2=k^2/2\pi$ states per area below wavenumber $k$. With $k^2=2mu/\hbar^2$ for in-plane energy $u$, the density of states is constant:

$$g_2=\frac{m}{\pi\hbar^2}=4.177\ \text{eV}^{-1}\text{nm}^{-2}.$$

Write $\delta=\mu-\varepsilon_j$ and $x=\delta/t$. The electrons per area are

$$n_j=g_2\int_0^\infty f\,du=g_2t\ln(1+e^x).$$

For the in-plane kinetic energy, use $f=-\frac{d}{du}\,t\ln(1+e^{(\delta-u)/t})$ and integrate by parts. The boundary terms vanish, so

$$K_j=g_2\int_0^\infty uf\,du=g_2t\int_0^\infty\ln(1+e^{(\delta-u)/t})\,du=g_2t^2J(x),$$

with $J(x)=\int_{-\infty}^x\ln(1+e^y)\,dy$. The same integral gives $\Omega_j=-K_j$. Because $E_j-\mu n_j=K_j-\delta n_j$, the entropy is

$$TS_j=(K_j-\delta n_j)-\Omega_j=2K_j-\delta n_j.$$

Adding half of it to $\Omega_j$ removes $K_j$:

$$\Omega_j+\tfrac12TS_j=-\tfrac12(\mu-\varepsilon_j)\,n_j.\tag{1}$$

**Limit of a well-filled subband.** The derivative of $J(x)+J(-x)$ is $\ln(1+e^x)-\ln(1+e^{-x})=x$, and $J(0)=\sum_{k\ge1}(-1)^{k+1}/k^2=\pi^2/12$. Therefore

$$J(x)=\frac{x^2}{2}+\frac{\pi^2}{6}-J(-x),\qquad 0<J(-x)<e^{-x}\quad(x>0).$$

For $\delta\gg t$, dropping exponentially small terms leaves $n_j=g_2\delta$. At fixed $n_j$ the chemical potential then does not move. With $\varepsilon_j=0$,

$$E=K_j=\frac{n_j^2}{2g_2}+\frac{\pi^2}{6}g_2t^2,$$

$$A=\Omega_j+\mu n_j=\frac{n_j^2}{2g_2}-\frac{\pi^2}{6}g_2t^2.$$

The errors are equal and opposite. Heating raises $E$ by $\frac{\pi^2}{6}g_2t^2$, and $TS$ is twice that amount.

## 2. Several subbands

Take $M$ filled subbands with fixed levels, all edges many $t$ away from $\mu$. The total $N=g_2\sum_j(\mu-\varepsilon_j)$ again leaves $\mu$ unchanged, and the errors add:

$$A-E_0=-\frac{\pi^2}{6}g_2Mt^2=-\frac{\pi m M(k_BT)^2}{6\hbar^2}.\tag{2}$$

The slab of the opening has $M=7$. At $t=0.1$ eV, (2) has magnitude $1.645\times4.177\times7\times0.01=0.481$ eV/nm², as found.

What remains in the average comes from edges near $\mu$. At fixed $\mu$ and fixed levels, (1) gives it. For $\delta>0$, $n_j=g_2[\delta+t\ln(1+e^{-\delta/t})]$, while $\Omega_j(T=0)=-g_2\delta^2/2$. For $\delta<0$, $n_j=g_2t\ln(1+e^{-|\delta|/t})$ and the zero-temperature value is zero. Both cases read

$$\Delta_j=-\tfrac12g_2\,t\,\delta_j\ln\!\left(1+e^{-|\delta_j|/t}\right).\tag{3}$$

A filled subband pulls the average down, and an empty one pushes it up. The error vanishes for $|\delta_j|\gg t$. It also vanishes at $\delta_j=0$, where $\Omega_j=-g_2t^2J(0)$ is still a pure $T^2$ term, though with half the usual coefficient. It is largest at $|\delta_j|=1.14\,t$, where it reaches 0.096 of the $T^2$ error of one filled subband. With seven filled subbands, one such edge costs about $0.096/7=1.4\%$ of the error (2).

## 3. Interacting electrons: Mermin's functional

Real electrons interact, so the starting point must be a principle for the many-body state. Let $\hat H=\hat T+\hat W+\int v\hat n$ contain kinetic energy, repulsion and external potential, and let $\Gamma$ be any density matrix on the space of all particle numbers. Define

$$\Omega[\Gamma]=\mathrm{Tr}\,\Gamma(\hat H-\mu\hat N+t\ln\Gamma).$$

The equilibrium state is $\Gamma_0=e^{-(\hat H-\mu\hat N)/t}/Z$. Its logarithm gives $\hat H-\mu\hat N=-t\ln\Gamma_0-t\ln Z$, and insertion yields

$$\Omega[\Gamma]=-t\ln Z+t\,\mathrm{Tr}\,\Gamma(\ln\Gamma-\ln\Gamma_0).$$

The last term is never negative. Let $\Gamma$ have eigenvalues $p_i$ and eigenstates $|i\rangle$, and $\Gamma_0$ have $q_j$ and $|j\rangle$. Since $a\ln(a/b)\ge a-b$,

$$\mathrm{Tr}\,\Gamma(\ln\Gamma-\ln\Gamma_0)=\sum_{ij}|\langle i|j\rangle|^2p_i\ln\frac{p_i}{q_j}\ge\sum_{ij}|\langle i|j\rangle|^2(p_i-q_j)=0.$$

Equality needs $p_i=q_j$ wherever the overlap is nonzero, which means $\Gamma=\Gamma_0$. Equilibrium is the unique minimum.

**The density fixes the potential.** Let $v$ and $v'$ differ, at the same $\mu$ and $T$. Their equilibrium states differ too: equal states would have equal logarithms, so $\int(v-v')\hat n$ would be a constant operator. That constant is zero in the state without electrons, and the one-electron states then give $v=v'$. Using each state as a trial state for the other problem,

$$\Omega'+\int(v-v')n'>\Omega,\qquad \Omega+\int(v'-v)n>\Omega'.$$

The sum of the two is

$$\int(v-v')(n-n')<0.$$

Equal densities would make the left side zero, so the density determines $v-\mu$. Hence there is a functional of the density that does not depend on $v$,

$$F_T[n]=\min_{\Gamma\to n}\mathrm{Tr}\,\Gamma(\hat T+\hat W+t\ln\Gamma),$$

where the search runs over states with density $n$ and the minimum is assumed to be attained. Minimising first at fixed density and then over densities gives Mermin's principle:

$$\Omega=\min_n\Big\{F_T[n]+\int(v-\mu)n\Big\}.$$

Both inequalities were tested on two sites with hopping 1 eV, on-site repulsion 3 eV, $\mu=1.2$ eV and $t=0.4$ eV. All 300 random trial states lay above equilibrium, and all 100 random pairs of potentials gave a negative product.

**Kohn–Sham form.** Split $F_T$ into the kinetic energy and entropy of independent electrons with the same density, the Hartree energy $E_H$, and a remainder. The remainder depends on $T$ in principle. For a numerical smearing it is replaced by the zero-temperature $E_{xc}[n]$, so that

$$A=\sum_if_i\langle\phi_i|{-\tfrac{\hbar^2}{2m}\nabla^2}|\phi_i\rangle-t\sum_i\sigma(f_i)+E_H+E_{xc}+\int vn,$$

with $n=\sum_if_i|\phi_i|^2$. Varying the orbitals gives the Kohn–Sham equation with potential $v+v_H+v_{xc}$. Varying $f_i$ changes $n$ by $|\phi_i|^2\,df_i$, so the derivative of all terms but the entropy is the eigenvalue $\varepsilon_i$. The condition is that of section 1, and the occupations are again Fermi–Dirac. Here $E=A+TS$, with $S=k_B\sum_i\sigma(f_i)$.

## 4. Why self-consistency does not spoil the average

In the interacting slab, heating changes occupations, orbitals and potential together. Collect these variables in $q$, so that $A(T)=\min_q\{E(q)-TS(q)\}$ at fixed $N$. If the minimum moves smoothly with $T$,

$$\frac{dA}{dT}=-S+\frac{\partial(E-TS)}{\partial q}\,\frac{dq}{dT}=-S.$$

The second term vanishes because $q$ is stationary under changes that conserve $N$. A temperature-dependent $E_{xc}$ would add its own derivative here. It follows that

$$\frac{E+A}{2}=A+\frac{TS}{2}=A-\frac T2\frac{dA}{dT}.\tag{4}$$

A term $cT^p$ in $A$ becomes $c(1-p/2)T^p$. The average deletes $p=2$ and reverses the sign of $p=4$. Nothing about the size of the $T^2$ coefficient is needed, only that $A$ begins with this power and has no $T^3$ term (a kink in the density of states at $\mu$ would produce one, and the average would then err at $T^3$):

$$A=E_0-aT^2+O(T^4)\ \Rightarrow\ E=E_0+aT^2+O(T^4),\quad \frac{E+A}{2}=E_0+O(T^4).$$

## 5. When the free energy begins with $T^2$

Take fixed levels with a density of states $g(\varepsilon)$ that is smooth over several $t$ around $\mu$. Let $h(\varepsilon)$ be $g$ integrated twice from below the band, so $h''=g$ and $h'(\mu)=N$ at $T=0$. Two integrations by parts turn $\Omega=-t\int g\ln(1+e^{(\mu-\varepsilon)/t})\,d\varepsilon$ into

$$\Omega=-\int h(\varepsilon)\left(-\frac{df}{d\varepsilon}\right)d\varepsilon.$$

The weight $-df/d\varepsilon$ is even about $\mu$, with unit area. Its second and fourth moments are $\pi^2t^2/3$ and $7\pi^4t^4/15$. Expanding $h$ about $\mu$ and dividing by $2!$ and $4!$,

$$\Omega=\Omega_0(\mu)-\frac{\pi^2}{6}g\,t^2-\frac{7\pi^4}{360}g''t^4+\dots$$

For fixed $N$, put $\mu=\mu_0+\eta$ in $A=\Omega+\mu N$. Since $\Omega_0'=-N$ and $\Omega_0''=-g$, the part that depends on $\eta$ is, to order $t^4$,

$$-\tfrac12g\eta^2-\frac{\pi^2}{6}g'\eta\,t^2.$$

The condition $\partial(\Omega+\mu N)/\partial\mu=0$ fixes $\eta=-\pi^2g't^2/(6g)$. Inserting it gives $-\frac{\pi^4g'^2t^4}{72g}+\frac{\pi^4g'^2t^4}{36g}=+\frac{\pi^4g'^2t^4}{72g}$. Thus

$$A=E_0-\frac{\pi^2}{6}gt^2+t^4\left[\frac{\pi^4g'^2}{72g}-\frac{7\pi^4}{360}g''\right]+\dots$$

By (4), the error of the average is the bracket with its sign reversed:

$$\frac{E+A}{2}-E_0=t^4\left[\frac{7\pi^4}{360}g''-\frac{\pi^4g'^2}{72g}\right]+\dots\tag{5}$$

In a self-consistent system whose density shifts smoothly by $O(T^2)$, stationarity lets that shift enter $A$ at $O(T^4)$. The $T^2$ coefficient therefore keeps the form $\frac{\pi^2}{6}g$, with $g$ taken from the zero-temperature levels, while (5) gains further terms.

**Limit of a thick metal.** For a free-electron gas, $g=\frac32\varepsilon^{1/2}/E_F^{3/2}$ per electron. At $E_F$ this gives $g''=-\frac{3}{8}E_F^{-3}$ and $g'^2/g=\frac38E_F^{-3}$, so (5) becomes

$$\frac{3\pi^4}{8}\left(-\frac{7}{360}-\frac{5}{360}\right)\frac{t^4}{E_F^3}=-\frac{\pi^4t^4}{80E_F^3}.$$

At $t=0.03E_F$, direct integration gives errors of $+2.218\times10^{-3}E_F$ for $E$ and $-2.220\times10^{-3}E_F$ for $A$. The average errs by $-9.92\times10^{-7}E_F$, against $-9.86\times10^{-7}E_F$ from the formula.

**Fixed electrode potential.** If $\mu$ is held instead of $N$, the argument of section 4 applies to $\Omega$. The pair to average is $\Omega$ and $E-\mu N$, whose mean is $\Omega+TS/2=\Omega_0+O(T^4)$. The mean of $E$ and $A$ exceeds this by $\mu N(T)$, and $N=-\partial\Omega/\partial\mu$ drifts by $\frac{\pi^2}{6}g't^2$. An error $\mu\frac{\pi^2}{6}g't^2$ survives. For the same gas with $\mu=E_F$ held fixed, the proper mean errs by $-5.8\times10^{-7}E_F$ and the other by $1.11\times10^{-3}E_F$.

**Where it fails.** A narrow peak or an edge of $g$ within a few $t$ of $\mu$ in general removes the simple power law (with fixed levels, a subband edge exactly at $\mu$, as in section 2, is an exception). So does a jump of the self-consistent solution to another branch on heating.

## 6. The self-consistent slab

The slab has 85 electrons per nm³ on a uniform positive background, with local-density exchange and Perdew–Wang correlation. In-plane integrals are done analytically, so there is no k-mesh. Across the film the grid spacing is 0.0154 nm. This shifts the distances between $\mu$ and the subband edges by about 0.02 eV, and the errors of the average depend exponentially on those distances. As continuum values they are therefore reliable only to within a factor of two: on a converged grid the nearest edge of the 1.52 nm slab moves from 0.726 to 0.747 eV, and the three errors of the average in the table below fall to $1.8\times10^{-8}$, $3.7\times10^{-5}$ and $1.4\times10^{-3}$ eV/nm². The comparison with (3) is not affected, because both sides use the same grid. Among thirteen thicknesses from 1.40 to 1.64 nm, the one of 1.52 nm has $\mu$ farthest from a subband edge, at 0.726 eV. Its errors relative to $T=0$, in eV/nm², are:

| $t$ (eV) | $E$ | $A$ | average | sum of (3) |
|---|---|---|---|---|
| 0.05 | 0.1203 | −0.1203 | $3.1\times10^{-8}$ | $3.1\times10^{-8}$ |
| 0.1 | 0.4811 | −0.4810 | $6.0\times10^{-5}$ | $6.0\times10^{-5}$ |
| 0.2 | 1.930 | −1.926 | $2.2\times10^{-3}$ | $2.4\times10^{-3}$ |

The average here grows much faster than $T^4$. Each subband has constant $g_2$, so (5) vanishes for fixed levels and the exponentials of (3) are left. Self-consistency adds no power of $T$ either: with $n_j=g_2\delta_j$ the occupations do not depend on $T$, and so neither does the density. From 0 to 0.1 eV its largest change is $3.5\times10^{-6}$ of the bulk density.

The sign can be read as well. At 0.1 eV an edge at distance 0.726 eV contributes $\frac12(4.177)(0.1)(0.726)e^{-7.26}=1.07\times10^{-4}$ in magnitude. The total is positive, so this edge belongs to an empty subband, and the other edges together supply about $-5\times10^{-5}$.

Formula (3) holds $\mu$ and the levels fixed, whereas the slab holds $N$ and relaxes. Because $A$ is stationary, relaxation enters at second order in the exponentials, which is consistent with the 5% difference at 0.2 eV.

**An edge close to $\mu$.** At 1.62 nm the nearest edge is 0.026 eV from $\mu$. At $t=0.1$ eV, $A$ errs by −0.507 eV/nm² and the average by $2.8\times10^{-3}$, or 0.6% of that; formula (3) gives $3.1\times10^{-3}$. On this grid the average is about fifty times worse than in the 1.52 nm slab, yet still useful. On a converged grid the edge lies 0.044 eV from $\mu$, the average errs by $4.2\times10^{-3}$, or 0.8%, and the ratio is about 110. Here the density does respond to temperature, which makes this slab a real test of section 4. The entropy from the occupations and the one from $-dA/dT$ are both $10.202\,k_B$ per nm².

**Forces.** Add a potential $\lambda w$ to the slab. The stationarity argument, with $\lambda$ in place of $T$, gives

$$\frac{dA}{d\lambda}=\int wn,\qquad \frac{d}{d\lambda}\frac{E+A}{2}=\int wn+\frac T2\frac{dS}{d\lambda}.$$

Forces computed from the occupied states thus belong to $A$. A geometry relaxed with them minimises $A$, not the average. For the 1.62 nm slab at 0.1 eV, $w$ was a Gaussian barrier of unit height on each face, centred 0.05 nm outside the background edge, with $1/e$ half-width 0.1 nm. Then $\int wn$ and $dA/d\lambda$ are both 8.5281 nm⁻², while the average has slope 8.5231 nm⁻². The mismatch is 0.06% for this perturbation; a converged grid lowers both slopes by about 0.003 nm⁻² and leaves the mismatch unchanged. If all edges are far from $\mu$, $S=\frac{\pi^2}{3}k_Bg_2Mt$ does not depend on $\lambda$, and the mismatch is exponentially small.

## 7. Beside a real plating cathode

The density is a rough value for the conduction electrons of copper, as on a copper-plating cathode. The slab's work function, 3.6 eV, is about 1 eV below that of real copper, so the model does not predict copper energies. What carries over is the $T^2$ law, with $\frac{\pi^2}{6}g$ taken for the actual slab: the lattice and the d electrons change $g$, and the error of $A$ scales with it.

At 0.1 eV (1160 K) that error is −0.077 J/m² in the model. Part of it cancels in a surface energy if the bulk reference has the same smearing. An equal amount of bulk has a $T^2$ term of 0.452 eV/nm², which leaves 0.029 eV/nm² in this slab. That remainder is not a property of the faces alone: it varies with thickness, because $M$ is an integer while the bulk term grows steadily. At a bath temperature of 330 K the physical thermal term is 0.039 eV/nm², and the average discards this too.

A lattice also makes $g$ vary with energy. The free-electron $T^4$ term, $-4.5\times10^{-5}$ eV/nm² at 0.1 eV, gives a rough scale for a smooth variation, and its magnitude is comparable with the residue found for the ideal subbands. Sharper structure in the actual $g$ can make the term larger. At $t=0.1$ eV, filled levels 2 eV below $\mu$, roughly where copper's d states begin, have a hole probability of $2\times10^{-9}$ and add nothing visible. The same holds for levels of the liquid that lie as far from $\mu$. The margin shrinks quickly with distance: local-density calculations place copper's d band higher, nearer 1.5 eV, and a flat band of ten states per atom, 3 eV wide, beginning there would add about $1\times10^{-5}$ eV/nm² to the error of the average. The entropy of the liquid's nuclei is a separate matter, outside this functional.

Of the errors estimated here that survive the average, the largest is that of the k-mesh. For a square surface cell of side 0.25 nm and the levels of the 1.52 nm slab, meshes centred on $k=0$, from 10×10 to 14×14, give free-energy errors of up to 0.30 eV/nm² at $t=0.1$ eV. That is comparable with the $T^2$ error itself, and averaging $E$ and $A$ is no cure for it: by (4) the average deletes only a $T^2$ term, whereas the mesh error is already present at low $T$. At $t=0.01$ eV the worst error is 0.39 eV/nm², at 0.2 eV it is 0.22. A 72×72 mesh at 0.1 eV brings it down to $1.4\times10^{-4}$ eV/nm², still above the residue of the average. These are errors of $A$. The mesh error of the average itself is larger: up to 0.34 eV/nm² on the coarse meshes at 0.1 eV, and about three times that of $A$ on the 72×72 mesh. In this model, then, the gain from averaging shows in full only after the k-mesh has been converged at the chosen smearing. The figures for the 0.0154 nm grid and the mesh errors of $A$ are in the numerical output below.

## Computed values

```
Gibbs test: smallest excess of Omega   3.39e-03 eV
density-potential products, largest    -5.62e-03 eV
minimised vs Fermi occupations, diff   5.6e-09
gas, kT/E_F                            0.03
gas, error of E per electron           2.2177e-03 E_F
gas, error of A per electron           -2.2197e-03 E_F
gas, error of average per electron     -9.9210e-07 E_F
gas, T^4 formula for the average       -9.8627e-07 E_F
gas, fitted power of T in the average  4.012
gas at fixed mu, Omega + TS/2 error    -5.7945e-07 E_F
gas at fixed mu, naive (E+A)/2 error   1.1106e-03 E_F
one edge: worst |mu-level|/kT          1.15
one edge: worst average/A error, M=1   0.0962
electron density (rough input)         85 nm^-3
bulk free-electron Fermi energy        7.049 eV
subband density of states              4.1773 /(eV nm^2)
box length, grid spacing               3.4 nm, 0.0154 nm
FAR slab: thickness                    1.52 nm
FAR slab: filled subbands M            7
FAR slab: nearest edge from mu         0.726 eV
FAR slab: work function                3.554 eV
kT = 0.05 eV (580 K): T^2 law 0.12025 eV/nm^2
  errors of E, A: 0.12025, -0.12025 eV/nm^2
  average: 3.10e-08, edge formula: 3.10e-08 eV/nm^2
kT = 0.1 eV (1160 K): T^2 law 0.48100 eV/nm^2
  errors of E, A: 0.48114, -0.48102 eV/nm^2
  average: 5.99e-05, edge formula: 5.99e-05 eV/nm^2
kT = 0.2 eV (2321 K): T^2 law 1.92399 eV/nm^2
  errors of E, A: 1.93008, -1.92562 eV/nm^2
  average: 2.23e-03, edge formula: 2.35e-03 eV/nm^2
error of A at 0.1 eV, converted        -0.0771 J/m^2
error of average at 0.1 eV, converted  9.59e-06 J/m^2
relative density change, 0 to 0.1 eV   3.5e-06
NEAR slab: thickness                   1.62 nm
NEAR slab: filled subbands M at T=0    7
NEAR slab: nearest edge from mu        0.0255 eV
NEAR slab, 0.1 eV: error of A          -0.50729 eV/nm^2
NEAR slab, 0.1 eV: error of average    2.81e-03 eV/nm^2
NEAR slab, 0.1 eV: edge formula        3.06e-03 eV/nm^2
NEAR slab: S/k from occupations        10.20199 nm^-2
NEAR slab: S/k from -dA/d(kT)          10.20199 nm^-2
NEAR slab: integral of w n             8.528097 nm^-2
NEAR slab: dA/dlambda                  8.528097 nm^-2
NEAR slab: d(average)/dlambda          8.523131 nm^-2
k-mesh 10-14, worst error, kT 0.01 eV  0.3909 eV/nm^2
k-mesh 10-14, worst error, kT 0.1 eV   0.3027 eV/nm^2
k-mesh 10-14, worst error, kT 0.2 eV   0.2222 eV/nm^2
k-mesh 72, error, kT 0.1 eV            1.4e-04 eV/nm^2
bulk T^4 term of average, kT 0.1 eV    -4.5e-05 eV/nm^2
T^2 term of equal bulk, kT 0.1 eV      0.4522 eV/nm^2
slab minus bulk T^2 term, kT 0.1 eV    0.0288 eV/nm^2
real thermal term at 330 K             0.0389 eV/nm^2
hole weight 2.0 eV below mu, kT 0.1 eV  2.1e-09
```
